\section*{How deep a wafer face disturbs the stress in a long via}

\section{A stress that is slow to recover}

A via 10 µm in diameter in a thick wafer, with rough properties of copper in silicon, is cooled by 100 K. Far from the wafer faces its axial stress is 260 MPa. At a depth of 10 µm, one diameter below a free face, the stress on the via axis is 186 MPa, so 28\% is still missing. At 50 µm, five diameters down, 1.5\% is missing. If the same end load were balanced by an opposite load on a surrounding ring of equal area, the corresponding deficit at five diameters would be 0.036\%, about forty times smaller.

One diameter is thus the right scale for the strongest part of the surface correction, but the correction does not end there. The reason is a net force, which sets the limit on what Saint-Venant's principle can promise.

\section{Back-of-envelope argument}

Let the via have radius $a$ and diameter $D=2a$, and let $z$ be the depth below the face. Tension is positive. Deep in the wafer the via carries a uniform axial stress $T$, while the surrounding wafer carries no axial stress. If this deep field continued unchanged up to the face, it would leave a traction on the disc $r<a$ with resultant
\begin{equation}
F=\pi a^2T .
\end{equation}
A free face cannot supply that force. The correction must therefore cancel it, by loading the disc with the opposite traction.

Consider the slab between the face and a plane at depth $z$. The correction puts the force $F$ on its top, so the plane below must transmit $F$ as well, provided that the distant rim of the slab carries none. Below a depth of order $a$ the only length left to set the width of the loaded region is $z$ itself. Spreading $F$ over an area $\pi z^2$ gives
\begin{equation}
\frac{\text{correction}}{T}\sim\frac{F}{\pi z^2T}=\left(\frac az\right)^2 .
\label{eq:rough}
\end{equation}
At one diameter, $z=2a$, this is $1/4$. At five diameters it is $1/100$. The estimate gives the scale and the power of the decay; the numerical factor needs the elastic solution.

Saint-Venant's principle says that far from a small loaded region the field depends on the resultant of the load and not on the details of its distribution. It does not say that the field of the resultant is negligible. Here the resultant is $F$, and the deficit at five diameters is almost entirely its field.

\section{The field far from the faces}

Both materials are taken as linear, isotropic and equally stiff, with Young modulus $E$ and Poisson ratio $\nu$. The bond is perfect and the wafer is much wider than the via. Let $e$ be the free thermal strain of the via minus that of the wafer, and measure all strains from the freely contracted wafer. On cooling, a via that contracts more than the wafer has $e<0$.

Far from the faces, the wide wafer imposes zero axial strain on the via. Inside the via, try $u_r=Ar$, which makes the radial and hoop strains both $A$. The two in-plane stresses are then equal; call them $q$. Hooke's law with the misfit strain reads
\begin{align}
0&=e+\frac{T-2\nu q}{E},\label{eq:hookez}\\
A&=e+\frac{(1-\nu)q-\nu T}{E}.\label{eq:hooker}
\end{align}
In the wafer, the decaying plane solution is $u_r=B/r$. Its strains $-B/r^2$ and $B/r^2$ sum to zero, so with $2\mu=E/(1+\nu)$
\begin{equation}
\sigma_{rr}=-\frac{2\mu B}{r^2},\qquad
\sigma_{\theta\theta}=\frac{2\mu B}{r^2},\qquad \sigma_{zz}=0 .
\end{equation}
Continuity of displacement at $r=a$ gives $B=Aa^2$. Continuity of radial stress then gives $q=-2\mu A$, or $A=-(1+\nu)q/E$.

Equation \eqref{eq:hookez} gives $T=2\nu q-Ee$. Insert this and $A$ into \eqref{eq:hooker} and multiply by $E$:
\begin{equation}
-(1+\nu)q=(1+\nu)Ee+(1-\nu-2\nu^2)q .
\end{equation}
Since $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$, division by $1+\nu$ leaves $-q=Ee+(1-2\nu)q$. Hence
\begin{equation}
q=-\frac{Ee}{2(1-\nu)},\qquad
T=2\nu q+2(1-\nu)q=2q=-\frac{Ee}{1-\nu}.
\label{eq:deep}
\end{equation}

In the example the expansion mismatch is 14 ppm/K, so $e=-1.4\times10^{-3}$. With $E=130$ GPa and $\nu=0.3$,
\begin{equation}
T=\frac{130\,000\times1.4\times10^{-3}}{0.7}\ \text{MPa}=260\ \text{MPa},
\end{equation}
and $q=130$ MPa. The force on the via end is $F=20.4$ mN.

\section{Freeing the face}

The deep field has no shear traction on a horizontal plane. Its only fault at the face is the normal stress $T$ on $r<a$. Because the stiffness is uniform, the correction is the field of a homogeneous half-space whose face carries $\sigma_{zz}=-T$ on the disc, zero normal stress outside it, and no shear.

\subsection{A general shear-free solution}

Subscripts on the functions below denote derivatives. Let $\chi$ and $\eta$ be harmonic and write the displacement as
\begin{equation}
2\mu\mathbf u=z\nabla\chi-(3-4\nu)\chi\,\hat{\mathbf z}+\nabla\eta .
\label{eq:ansatz}
\end{equation}
Equilibrium requires $\nabla^2\mathbf u+(1-2\nu)^{-1}\nabla(\nabla\cdot\mathbf u)=0$. From \eqref{eq:ansatz},
\begin{align}
\nabla^2(2\mu\mathbf u)&=2\nabla\chi_z,\\
\nabla\cdot(2\mu\mathbf u)&=\chi_z-(3-4\nu)\chi_z=-2(1-2\nu)\chi_z ,
\end{align}
and the two terms of the equilibrium equation cancel.

The dilatational part of Hooke's law is $\lambda\nabla\cdot\mathbf u$, with $\lambda/2\mu=\nu/(1-2\nu)$, and so equals $-2\nu\chi_z$. Adding the strain parts gives
\begin{align}
\sigma_{zz}&=-2\nu\chi_z+\partial_z\left[z\chi_z-(3-4\nu)\chi+\eta_z\right]\nonumber\\
&=z\chi_{zz}-2(1-\nu)\chi_z+\eta_{zz},\\
\sigma_{rz}&=\tfrac12\left\{\partial_z[z\chi_r+\eta_r]+\partial_r[z\chi_z-(3-4\nu)\chi+\eta_z]\right\}\nonumber\\
&=z\chi_{rz}-(1-2\nu)\chi_r+\eta_{rz}.
\end{align}
The shear vanishes at $z=0$ if $\eta_z=(1-2\nu)\chi$. With $P=\chi_z$, the stresses become
\begin{equation}
\Delta\sigma_{zz}=zP_z-P,\qquad \Delta\sigma_{rz}=zP_r .
\label{eq:P}
\end{equation}
The sum of the three normal stresses is $(3\lambda+2\mu)\nabla\cdot\mathbf u=-2(1+\nu)P$. Subtracting $\Delta\sigma_{zz}$ leaves
\begin{equation}
\Delta\sigma_{rr}+\Delta\sigma_{\theta\theta}=-(1+2\nu)P-zP_z .
\label{eq:sum}
\end{equation}

At the face $\Delta\sigma_{zz}=-P$. The whole problem is therefore to find a decaying harmonic function $P$ equal to $T$ on the disc and to zero on the rest of the plane.

\subsection{Solution for the disc}

For a source point on the face at distance $R$, the function $z/(2\pi R^3)$ is harmonic for $z>0$. It tends to zero on the face away from the source, and its integral over the face is
\begin{equation}
\int_0^\infty\frac{z\rho\,d\rho}{(\rho^2+z^2)^{3/2}}=1 .
\end{equation}
It is thus the response to a unit point value. The corresponding potentials exist: $-1/(2\pi R)$ for $\chi$ and $-(1-2\nu)\ln(R+z)/(2\pi)$ for $\eta$. Integrating over the disc for a point on the axis, with $s=\sqrt{a^2+z^2}$,
\begin{equation}
P=T\int_0^a\frac{z\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=T\left(1-\frac zs\right).
\end{equation}
Since $d(z/s)/dz=a^2/s^3$, equation \eqref{eq:P} gives
\begin{equation}
\Delta\sigma_{zz}=-T\left[1-\frac zs+\frac{za^2}{s^3}\right].
\end{equation}
Now $z/s-za^2/s^3=z(s^2-a^2)/s^3=z^3/s^3$. The axial correction is therefore
\begin{equation}
\Delta\sigma_{zz}=-Tf(z),\qquad
f(z)=1-\left[1+\left(\frac az\right)^2\right]^{-3/2}.
\label{eq:f}
\end{equation}
The Poisson ratio has dropped out of $f$, though it remains in $T$.

On the axis the radial and hoop corrections are equal by symmetry, so each is half of \eqref{eq:sum}. Replacing $za^2/s^3$ by $z/s-z^3/s^3$ gives
\begin{equation}
\Delta\sigma_{rr}=-\frac T2\left[1+2\nu-2(1+\nu)\frac zs+\frac{z^3}{s^3}\right].
\label{eq:radial}
\end{equation}
At the top of the via this is $-(1+2\nu)T/2=-0.8T$ in the example. The axial correction there is $-T$ and is the larger of the two.

\section{Reading the profile}

Total stresses on the axis follow by adding the deep values:

\begin{center}
\begin{tabular}{rrrrr}
$z$ (µm) & $z/D$ & $f$ & $\sigma_{zz}$ (MPa) & $\sigma_{rr}$ (MPa)\\
2.5 & 0.25 & 0.911 & 23 & 62\\
5 & 0.5 & 0.646 & 92 & 115\\
10 & 1 & 0.284 & 186 & 131\\
20 & 2 & 0.087 & 237 & 131\\
50 & 5 & 0.015 & 256 & 130
\end{tabular}
\end{center}

For $z\ll a$ the total axial stress is $Tz^3/s^3\simeq T(z/a)^3$, which is a slow start. Equilibrium explains it. On the disc $P$ is constant, so just below it $P_r$ is of order $z$, and the shear $zP_r$ is of order $z^2$. Shear is what feeds axial stress into the via, and its integral over depth is of order $z^3$.

The radial stress behaves differently. On the face it is $130-208=-78$ MPa, a compression, although the deep value is tensile. It has recovered by one diameter and then slightly exceeds 130 MPa. To see why, expand \eqref{eq:radial} for large $z$, using $z/s\simeq1-a^2/2z^2$ and $z^3/s^3\simeq1-3a^2/2z^2$. The constants cancel, and
\begin{equation}
\Delta\sigma_{rr}\simeq\frac{(1-2\nu)T}{4}\left(\frac az\right)^2,
\end{equation}
which is positive for $\nu<1/2$. Its coefficient is $0.1$ here, against $1.5$ for the axial tail found below, so the axial component decides how deep the face is felt.

To find the depth at which a fraction $c$ of the axial stress is missing, set $f=c$ in \eqref{eq:f}. Then $1+(a/z)^2=(1-c)^{-2/3}$, and
\begin{equation}
z_c=a\left[(1-c)^{-2/3}-1\right]^{-1/2}.
\end{equation}
This gives 6.5 µm, or $0.65D$, for $c=0.5$; 18.5 µm, or $1.9D$, for $c=0.1$; and 61 µm, or $6.1D$, for $c=0.01$. ``Order one diameter'' is a fair description if the question is where most of the deep stress is lost. It is a poor one if an accuracy of 1\% is wanted.

\section{What the net force does}

\subsection{The tail and its resultant}

For a concentrated force $F$, put $P=Fz/(2\pi R^3)$ into \eqref{eq:P}, where $R^2=r^2+z^2$. Since $P_z=(F/2\pi)(R^{-3}-3z^2R^{-5})$,
\begin{equation}
\Delta\sigma_{zz}=-\frac{3Fz^3}{2\pi R^5}
=-\frac{3T}{2}\frac{a^2z^3}{(r^2+z^2)^{5/2}} .
\label{eq:point}
\end{equation}
On the axis this is $-\frac32T(a/z)^2$, which supplies the missing factor $3/2$ in \eqref{eq:rough}. The associated shear $zP_r$ falls as $r^{-4}$ at fixed depth, while the rim of the slab grows only as $r$. The rim carries no force in the limit, as the rough argument assumed.

Expanding \eqref{eq:f} shows how the disc differs from a concentrated force:
\begin{equation}
f=\frac32\left(\frac az\right)^2-\frac{15}{8}\left(\frac az\right)^4+\cdots .
\label{eq:series}
\end{equation}
The first term contains only the resultant. The second depends on how the load is distributed and is smaller by a factor of order $(a/z)^2$. This is Saint-Venant's principle at work. At five diameters the first term gives 0.0150 and the full formula 0.0148. At one diameter it gives 0.375 against 0.284, so the distribution still matters there.

\subsection{The same disc without a resultant}

Now surround the disc by a ring $a<r<\sqrt2a$ carrying the opposite traction. The ring has area $\pi a^2$, so the forces cancel. This load equals twice the load on radius $a$ minus a load of the same strength on radius $\sqrt2a$. Applying \eqref{eq:series} to both discs gives
\begin{align}
f_{\rm bal}&\simeq2\left[\frac32\frac{a^2}{z^2}-\frac{15}{8}\frac{a^4}{z^4}\right]
-\left[\frac32\frac{2a^2}{z^2}-\frac{15}{8}\frac{4a^4}{z^4}\right]\nonumber\\
&=\frac{15}{4}\left(\frac az\right)^4 .
\end{align}
The inverse-square terms cancel. The full deficit, twice \eqref{eq:f} for radius $a$ minus \eqref{eq:f} for radius $\sqrt2a$, is 0.113 at one diameter, where the leading term alone would give 0.234, and 0.00036 at five. At one diameter balancing the load reduces the deficit by a factor of 2.5; at five diameters, by about 41. Even the balanced load leaves an algebraic tail in a half-space, with a higher power.

\subsection{Away from the via}

At a fixed radius $r\gg a$ in the wafer, the axial correction is not strongest near the face. Equation \eqref{eq:point} depends on depth through $z^3(r^2+z^2)^{-5/2}$. Setting the derivative of its logarithm to zero,
\begin{equation}
\frac3z=\frac{5z}{r^2+z^2}\quad\Longrightarrow\quad
z=\sqrt{\tfrac32}\,r .
\end{equation}
At $r=40$ µm this depth is 49.0 µm; integration over the full disc load gives 48.6 µm. The correction there is $0.0044T$, about 1 MPa. This is small against $T$ but more than half of the deep radial stress at that radius, $0.0078T$; at the face the radial and hoop corrections are 40\% of it in size. The one-diameter estimate thus refers to the via and its immediate surroundings.

\section{Comparison with a direct solution}

A finite-element calculation can start from the misfit strain itself, with free wafer faces and without splitting the field into two parts. It was done for a wafer 400 µm thick and about 1 mm in radius, with the example's via and equal stiffnesses. Down to 40 µm on the axis, its axial stress differs from the formula by at most $0.0006T$ and its radial stress by at most $0.0014T$. It gives the same half-correction depth, 6.5 µm. The total axial force across a plane near one diameter is $-0.0007F$, zero within the accuracy of the calculation: the tension in the via is balanced by compression in the wafer.

With the wafer thinned to 100 µm, the calculation gives 0.2846 for $f$ at one diameter, against 0.2845 from the half-space formula; the fourth digit is below the accuracy of the mesh, and the exact value for the plate is 0.2849. At mid-thickness the deficit becomes 2.5\%. One face alone would give 1.5\%, but the result is not twice that, because each half-space field leaves tractions on the opposite face, which must also be removed.

\section{Copper vias in silicon}

The dimensions, expansion mismatch and stiffness chosen here are rough values in the regime of copper vias in thinned silicon. Three changes of material were computed for the 400 µm wafer, with geometry and cooling fixed and each deficit taken relative to that case's own stress at mid-thickness. That stress is quoted as $T$; it lies up to 0.2\% below the value for an infinitely long via, which lowers $f(D)$ by up to about 0.001. Copper constants of 120 GPa and 0.34 in the via give $T=262$ MPa and $f(D)=0.276$. Adding silicon's cubic elasticity, averaged about the via axis, with $C_{11}$, $C_{12}$ and $C_{44}$ of 166, 64 and 80 GPa, gives 282 MPa and 0.257. A 0.2 µm oxide liner in the equal-stiffness model, with constants 70 GPa and 0.17 and a mismatch to silicon of $-2.5$ ppm/K, gives 257 MPa and 0.288. The largest shift is 8\% in $T$ and about 10\% in $f(D)$, so the depth scale survives. The averaging, done on the stiffnesses, removes any variation with direction around the via; averaging the compliances instead gives 278 MPa and changes $f(D)$ by less than 0.001.

One assumption that can fail in a real device is elasticity of the copper. With equal stiffnesses, the von Mises stress deep in the via is $T-q=T/2$, or 130 MPa, against a rough yield stress of 200 MPa. The largest value sampled at the element centres is 151 MPa. The stress varies rapidly around the sharp corner where the via edge meets the face, and the grid does not resolve this, so the sampled value is not an upper bound there. In the half-space solution the largest value over depth is 152 MPa at $r=0.98a$ and 165 MPa at $r=0.995a$, and it approaches about 180 MPa at the corner. In this model the deep von Mises stress reaches 200 MPa at a cooling of $100\times200/130\simeq154$ K; near the via edge at the face, where the elastic stress is higher, yielding starts at about 110 K, barely above the cooling of the example. Cooling by 300 K would give an elastic von Mises stress of 390 MPa, about twice what copper of that yield stress could carry without hardening. The formulas for $T$ and $f$ then no longer apply. They also assume a bare face; wiring layers over the via spread the force $F$ over a wider area without changing its resultant on the planes below. A 2 µm cover of equal stiffness lowers the deficit from 0.28 to 0.17 one diameter below the via end, but only from 0.015 to 0.013 at five diameters.

Neighbouring vias add their tails. In a square array of pitch $p$, much wider than the wafer is thick, each via end contributes a force $F$ per area $p^2$, so the mean axial correction on every horizontal plane is
\begin{equation}
\overline{\Delta\sigma}_{zz}=-\frac{F}{p^2}=-\frac{\pi a^2}{p^2}T .
\end{equation}
Spreading makes this shift nearly uniform at depths well beyond the pitch, but cannot reduce it. For $p=50$ µm the vias fill 3.1\% of the area and the shift is $-8$ MPa. This exceeds the single-via deficit at five diameters, about 4 MPa in a thick wafer and 6.6 MPa at mid-thickness of the 100 µm wafer. In such an array, going deeper does not restore the stress of an isolated via. The remaining values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
via diameter: 10.0 um; wafer: 100 um
cooling: 100 K; mismatch: 14.0 ppm/K
common modulus: 130 GPa; Poisson ratio: 0.30
misfit strain: -1.40e-03
deep axial stress T: 260.0 MPa
deep radial stress in via: 130.0 MPa
net force on via end: 20.42 mN
depth (um), depth/D, f, axial stress (MPa), radial stress (MPa)
  2.5  0.25  0.9106    23.3    61.5
  5.0  0.50  0.6464    91.9   115.0
 10.0  1.00  0.2845   186.0   131.3
 20.0  2.00  0.0869   237.4   131.2
 50.0  5.00  0.0148   256.1   130.2
radial stress on axis at face: -78.0 MPa
depth where f = 0.50: 6.52 um = 0.652 D
depth where f = 0.10: 18.54 um = 1.854 D
depth where f = 0.01: 60.98 um = 6.098 D
half depth from finite elements: 6.52 um
largest axial profile error: 0.0006 T
largest radial profile error: 0.0014 T
net force left at one diameter: -0.0007 of F
point-force estimate of f at 1 D: 0.3750; at 5 D: 0.0150
balanced load, f at 1 D: 0.1132; at 5 D: 0.000362
at radius 40 um axial correction peaks at 48.6 um
point-force peak depth there: 49.0 um
size of that peak: 0.00437 T
neglected effects: deep axial stress (MPa), f at one diameter
copper constants in via: 261.6, 0.2756
copper via, cubic silicon: 281.6, 0.2565
oxide liner: 257.3, 0.2878
rough inputs: copper 120 GPa, 0.34; oxide 70 GPa, 0.17
rough cubic silicon: C11 166, C12 64, C44 80 GPa
liner: 0.2 um, mismatch -2.5 ppm/K
100 um wafer, f at one diameter: 0.2846
100 um wafer, f at midplane: 0.0253
array pitch: 50 um; area fraction: 0.0314
array shift of axial stress: -8.2 MPa
von Mises stress deep in via: 129.5 MPa
peak von Mises stress in via: 151.4 MPa
rough copper yield stress: 200 MPa
\end{verbatim}
